# Dilute Solute Self-Interaction from Pair Counting and from Concentration Fluctuations

On an fcc lattice at 1273 K, let two neighbouring solute atoms repel each other with an energy of 0.10 eV. The logarithm of the solute's activity coefficient then rises with solute fraction at an initial slope of $+7.18$. Turn the repulsion into an attraction of the same strength and the slope becomes $-17.86$, not $-7.18$. Random mixing of the solutes would give $\pm10.94$. The asymmetry, and the failure of random mixing in both directions, follow from

$$\varepsilon\equiv\lim_{x\to0}\frac{\partial\ln\gamma_B}{\partial x}=z\left[1-e^{-E/kT}\right].$$

Here $x$ is the fraction of sites held by solute B, $\gamma_B$ is its activity coefficient, $z$ is the number of nearest neighbours of a site, and $E$ is the energy of two neighbouring solutes minus that of the same two far apart. Attraction means $E<0$. If a binding energy $B=-E$ is counted positive for attraction, the exponential is $e^{+B/kT}$.

## The model and its activities

Atoms A and B occupy all $M$ sites of a rigid periodic lattice, without vacancies. There are $n$ solutes, so $x=n/M$. Nearest neighbours interact through bond energies $e_{AA}$, $e_{AB}$ and $e_{BB}$, and the alloy is in equilibrium in its disordered phase.

Let $N_{AA}$, $N_{AB}$ and $N_{BB}$ be the numbers of bonds. Counting the bond ends at B atoms and at A atoms gives

$$zn=2N_{BB}+N_{AB},\qquad z(M-n)=2N_{AA}+N_{AB}.$$

Hence $N_{AB}=zn-2N_{BB}$ and $N_{AA}=zM/2-zn+N_{BB}$. The energy is therefore

$$U=\underbrace{\tfrac12zMe_{AA}}_{U_0}+n\underbrace{z(e_{AB}-e_{AA})}_{u_1}+N_{BB}\underbrace{(e_{AA}+e_{BB}-2e_{AB})}_{E}.$$

The term $u_1$ is the cost of one isolated solute. The pair energy $E$ compares like bonds with unlike ones; it is not the bond energy $e_{BB}$.

Let $\Delta\mu=\mu_B-\mu_A$. At fixed $M$ and $T$, exchanging an A for a B gives a configuration the extra factor $e^{\Delta\mu/kT}$. Dividing out the weight of pure A leaves

$$\Xi=\sum_n\lambda^nZ_n,\qquad \lambda=e^{(\Delta\mu-u_1)/kT},$$

where $Z_n$ sums $e^{-EN_{BB}/kT}$ over all placements of $n$ solutes.

The activities follow from extensivity. The volume is tied to $M$, so the free energy is

$$F=(M-n)\mu_A+n\mu_B=M\mu_A+n\Delta\mu.$$

The potential belonging to fixed $M$ and $\Delta\mu$ is $F-n\Delta\mu=M\mu_A$. For pure A it is $M\mu_A^\circ$. Thus

$$p\equiv\frac{\ln\Xi}{M}=-\frac{\mu_A-\mu_A^\circ}{kT}=-\ln a_A.$$

For the solute, $\mu_B=\mu_A+\Delta\mu=\mu_A^\circ+u_1+kT(\ln\lambda-p)$. Taking $\mu_A^\circ+u_1$ as its reference potential gives

$$\ln a_B=\ln\lambda-p,\qquad \gamma_B=a_B/x.$$

With this reference $\gamma_B\to1$ at infinite dilution, as the expansion below confirms. The term $-p$ is the solvent's contribution, and it matters at first order in $x$.

## First derivation: counting one and two solutes

One solute can sit on any site, so $Z_1=M$. Two solutes have $M(M-1)/2$ placements, of which $Mz/2$ are neighbouring pairs. Define

$$f=e^{-E/kT}-1,$$

which is positive for attraction and negative for repulsion. Each neighbouring pair has weight $1+f$, and every other pair has weight 1:

$$Z_2=\frac{M(M-1)}2+\frac{Mz}2f=\frac M2(M-1+zf).$$

Now expand the logarithm, using $\ln(1+u)=u-u^2/2+\dots$:

$$\ln\Xi=Z_1\lambda+\left(Z_2-\tfrac12Z_1^2\right)\lambda^2+O(\lambda^3).$$

The terms in $M^2$ cancel, as an extensive quantity requires. Per site,

$$p=\lambda+b_2\lambda^2+O(\lambda^3),\qquad b_2=\tfrac12(zf-1).$$

The $-1$ records that two solutes cannot share a site. I assume that this series has a radius of convergence that does not shrink as $M$ grows, which is a property of finite-range interactions at nonzero temperature.

The mean number of solutes is $\lambda\,d\ln\Xi/d\lambda$, so

$$x=\lambda\frac{dp}{d\lambda}=\lambda+2b_2\lambda^2+O(\lambda^3).$$

To invert this, put $\lambda=x+\alpha x^2+\dots$. The terms in $x^2$ must cancel, so $\alpha+2b_2=0$ and

$$\lambda=x-2b_2x^2+O(x^3).$$

Therefore $\ln(\lambda/x)=-2b_2x+O(x^2)$, while $p=x+O(x^2)$. Combining them,

$$\ln\gamma_B=\ln\frac\lambda x-p=-(2b_2+1)x+O(x^2)=-zf\,x+O(x^2).$$

The slope is $-zf=z(1-e^{-E/kT})$, as stated. Site exclusion contributes $+x$ through $-2b_2x$, and the solvent term contributes $-x$. They cancel, so a solute that does not interact, $E=0$, has no self-interaction coefficient. Without the solvent term, an ideal solution would have been given a slope of 1.

## Second derivation: concentration fluctuations

The same coefficient can be found from the solutes' arrangement, without calculating $\ln\Xi$. Let $n_i$ be 1 if site $i$ holds B and 0 otherwise. Since $\langle n\rangle=\Xi^{-1}\sum_n n\lambda^nZ_n$, differentiating numerator and denominator gives

$$\lambda\frac{d\langle n\rangle}{d\lambda}=\langle n^2\rangle-\langle n\rangle^2.$$

Write $n=\sum_i n_i$ and divide by $M$. All sites are equivalent, and $n_0^2=n_0$, so

$$\chi\equiv\frac{dx}{d\ln\lambda}=x(1-x)+\sum_{j\ne0}\left(\langle n_0n_j\rangle-x^2\right).$$

Next relate $\chi$ to the solute's activity. The definition of $\lambda$ gives $\ln\lambda=\ln a_B-\ln a_A$. The Gibbs–Duhem relation at fixed temperature is

$$(1-x)\,d\ln a_A+x\,d\ln a_B=0.$$

Eliminating $a_A$,

$$d\ln\lambda=\left(1+\frac{x}{1-x}\right)d\ln a_B=\frac{d\ln a_B}{1-x}.$$

The thermodynamic factor is thus

$$\Phi\equiv\frac{d\ln a_B}{d\ln x}=x(1-x)\frac{d\ln\lambda}{dx}=\frac{x(1-x)}{\chi}.$$

So far no dilute approximation has been made. At low concentration, the leading weight for solutes on two given sites is $\lambda^2$ times their Boltzmann factor, and $\lambda=x+O(x^2)$. Hence

$$\langle n_0n_j\rangle=\begin{cases}x^2e^{-E/kT}+O(x^3),&\text{neighbouring sites},\\x^2+O(x^3),&\text{more distant sites}.\end{cases}$$

For finite-range interactions the corrections, after subtraction of $x^2$, sum over sites to $O(x^3)$. The $z$ neighbours then give

$$\chi=x(1-x)+zf\,x^2+O(x^3),\qquad \Phi=1-zf\,x+O(x^2).$$

But $\ln a_B=\ln x+\ln\gamma_B$, so $\Phi=1+x\,d\ln\gamma_B/dx$. Comparing the terms in $x$ again gives $\varepsilon=-zf$.

This route supplies the physical meaning. Around a given solute, the mean number of neighbouring solutes is $z\langle n_0n_j\rangle/x\simeq zx\,e^{-E/kT}$. Random placement would give $zx$. The coefficient $\varepsilon$ is minus the excess over random placement, divided by $x$. Clustering makes it negative and avoidance makes it positive.

## What each derivation assumes

Both derivations need equilibrium, equivalent sites, negligible vacancies and an extensive free energy. The first uses extensivity to identify $p$ with the solvent activity; the second uses it through the Gibbs–Duhem relation. Neither applies to solutes frozen in a nonequilibrium arrangement.

They differ in what must be known. The first needs the weights of small groups of solutes. It yields $\ln\gamma_B$ itself, and it continues to higher orders by counting larger groups. The second needs pair probabilities. Its relation $\Phi=x(1-x)/\chi$ does not require the energy to be a sum of pair terms, and it holds at any concentration in a homogeneous equilibrium phase. If attraction makes the correlation sum diverge, $\Phi$ falls to zero, which marks a limit of stability. The dilute formula cannot locate that limit.

Both dilute results need interactions of short range. If shell $s$ has $z_s$ sites and pair energy $E_s$, the sum over pairs replaces $zf$ by $\sum_sz_sf_s$, so

$$\varepsilon=\sum_sz_s\left(1-e^{-E_s/kT}\right).$$

A very weak interaction common to all pairs is a different matter. If each pair weight were $1+c/M$, the sum over the other sites would still tend to $c$ and shift $\varepsilon$ by $-c$. Elastic coupling through a uniform change of volume can be of this kind. The rigid lattice leaves it out.

If atomic vibrations are included, the pair weight becomes a ratio of vibrational partition functions times the energy factor. It can still be written $e^{-E/kT}$, but $E$ is then a pair free energy and may depend on temperature.

The derivations were tested on a square lattice wrapped into a strip six sites wide, solved by a transfer matrix without a dilute expansion. With $z=4$ and $|E|=0.10$ eV at 1273 K, the initial slopes were 2.39246 for repulsion and $-5.95309$ for attraction, equal to the formula in all printed digits. The neighbour pair probability divided by $x^2$ was 0.4019 and 2.4882, against Boltzmann factors of 0.4019 and 2.4883.

## Why the two signs differ

For the fcc example $z=12$, $kT=0.10970$ eV and $|E|/kT=0.9116$. Repulsion gives

$$\varepsilon=12(1-0.4019)=7.18.$$

For attraction the Boltzmann factor is $1/0.4019=2.488$, and $\varepsilon=12(1-2.488)=-17.86$. The ratio of the magnitudes is, for $E>0$,

$$\frac{e^{E/kT}-1}{1-e^{-E/kT}}=e^{E/kT},$$

here 2.49. Repulsion can remove no more neighbours than random placement would supply, whereas attraction can multiply them.

In the limit of strong repulsion $\varepsilon\to z$. Each solute then forbids $z$ neighbouring sites to other solutes. In the limit of strong attraction $\varepsilon\simeq-z\,e^{|E|/kT}$, whose magnitude grows without bound. The range of concentration in which the linear law is useful then shrinks too, because the alloy separates into a dilute and a concentrated phase at an ever smaller solute fraction, as discussed below.

For $|E|\ll kT$, the expansion $e^{-E/kT}\simeq1-E/kT$ gives $\varepsilon\simeq zE/kT$. This is also the random-mixing result at any $E$. Random placement gives a neighbour pair probability $x^2$, and there are $z/2$ bonds per site, so the excess free energy per site is $g=zEx^2/2$. The solute's excess potential is the derivative of $Mg(n/M)$ with respect to $n$ at a fixed number of A atoms. Since $M$ then grows with $n$,

$$\mu_B^{\rm ex}=g+(1-x)\frac{dg}{dx}=zE\left(x-\tfrac12x^2\right),$$

with initial slope $zE/kT$ after division by $kT$. For the repulsive example this is 10.94, or 52% above 7.18, because random mixing ignores the solutes' avoidance of each other. For attraction it gives $-10.94$, which is 39% too small in magnitude relative to 17.86, because it ignores their clustering.

## How dilute is dilute?

The next term in $\ln\gamma_B=\varepsilon x+g_2x^2+\dots$ sets the scale of the error. Let $F_{ij}$ be the pair weight minus 1: it is $-1$ for $i=j$, $f$ for neighbours and 0 otherwise. Define

$$S=\sum_jF_{0j}=zf-1,\qquad T_3=\sum_{j,k}F_{0j}F_{jk}F_{0k}.$$

The sums over two and three solutes, written with unrestricted site labels, are

$$Z_2=\tfrac12(M^2+MS),$$
$$Z_3=\tfrac16\left(M^3+3M^2S+3MS^2+MT_3\right).$$

The second follows by multiplying out $(1+F_{ij})(1+F_{jk})(1+F_{ik})$. The coefficient of $\lambda^3$ in $\ln\Xi$ is $Z_3-Z_1Z_2+Z_1^3/3$. The powers $M^3$ and $M^2$ cancel, leaving per site

$$b_3=\tfrac12S^2+\tfrac16T_3.$$

Now $x=\lambda+S\lambda^2+3b_3\lambda^3+\dots$. Inserting $\lambda=x(1+a_1x+a_2x^2)$ and cancelling powers gives $a_1=-S$ and $a_2=2S^2-3b_3=\tfrac12(S^2-T_3)$. The $x^2$ term of $\ln(\lambda/x)$ is $a_2-a_1^2/2=-T_3/2$. That of $p$ is $a_1+b_2=-S/2$. Hence $g_2=(S-T_3)/2$.

In $T_3$, three coincident sites give $-1$. Two coincident sites and a neighbour give $-3zf^2$. Three mutually neighbouring sites give $ztf^3$, where $t$ is the number of common neighbours of a neighbouring pair. Therefore

$$g_2=\tfrac12\left(zf+3zf^2-ztf^3\right).$$

For fcc, $t=4$, and the repulsive example has $g_2=7.99$. At $x=0.02$ the first three terms of $\ln\gamma_B$ are 0.1436, 0.0032 and $-0.00005$, so the linear law serves well. At $x=0.05$ they are 0.359, 0.020 and $-0.0007$.

Attraction is less forgiving. Its coefficients are $g_2=-30.3$ and $g_3=-660$. At $x=0.05$ the second term is $-30.3\times0.0025=-0.076$, and the third is $-660\times0.000125=-0.0825$. The third exceeds the second in magnitude, so truncation there is not trustworthy.

More importantly, a uniform alloy of that composition is not the equilibrium state. At $\lambda=e^{zE/2kT}=0.0042$ the terms of $\Xi$ for $n$ and $M-n$ solutes are equal, and a dilute phase coexists with a concentrated one. The series for $x(\lambda)$ puts the dilute phase at $x\simeq0.00455$, which is the solubility limit of this model at 1273 K. Up to that limit the linear law is good: the first two terms of $\ln\gamma_B$ there are about $-0.081$ and $-0.0006$. The zero of $1+\varepsilon x$, at $x=1/17.86=0.056$, lies far beyond the solubility limit and does not establish a limit of stability.

An additional energy $E_3$ for three mutually neighbouring solutes changes $Z_3$ but not $Z_1$ or $Z_2$. It leaves $\varepsilon$ alone. There are $zt/6$ such triangles per site, and $g_2$ contains $-3b_3$, so

$$\Delta g_2=-\tfrac12zt\,e^{-3E/kT}\left(e^{-E_3/kT}-1\right).$$

With $E_3=+0.05$ eV in the repulsive example, $\Delta g_2=0.57$, which adds 0.0002 to $\ln\gamma_B$ at $x=0.02$.

## Dilute aluminium in nickel and its diffusion

The repulsive example is loosely modelled on dilute aluminium in fcc nickel, the base of many alloys that form alumina scales. A repulsive nearest-neighbour $E$ fits the ordered compound Ni$_3$Al, in which aluminium atoms have no aluminium nearest neighbours. This concerns the sign of $E$ in the first shell, not the sign of $\varepsilon$, which sums over all shells. The value 0.10 eV is a rough model value, not a computed property of the alloy. It cannot account for the real order by itself: with nearest-neighbour repulsion of this strength alone, the model's Ni$_3$Al order is present at 500 K but already lost on heating to 600 K, whereas the real compound is ordered at 1273 K. A repulsion of 0.30 eV keeps the order at 1273 K in the model, and would give $\varepsilon=11.2$. But a repulsion of 0.10 eV joined by a second-shell attraction of 0.08 eV keeps it too, and would give only $\varepsilon=0.74$. With a second-shell attraction of 0.10 eV the order is still kept, and $\varepsilon=-1.75$. The existence of the order therefore fixes neither the size nor the sign of the dilute slope. Practical alumina formers often contain more than 5 at.% aluminium, and chromium too, so the binary dilute slope does not describe them by itself.

One assumption open to doubt in the real alloy is the nearest-neighbour range. An assumed second-shell attraction of 0.02 eV on six sites lowers $\varepsilon$ from 7.18 to 5.98, by 17%. An assumed pair vibrational entropy of $+0.2k$, without that second shell, lowers it to 6.11. An error of 0.02 eV in $E$ moves it to 6.21 or 7.98. Each of these changes is about one unit. They show how sensitive the model value is, but they do not bound the value for the real alloy, which a stronger repulsion would raise and a stronger second-shell attraction would lower. A vacancy formation energy of roughly 1.6 eV, with the formation entropy left out, gives a vacancy fraction near $5\times10^{-7}$, negligible beside a solute fraction of 0.02. With $E$ held fixed, $\varepsilon$ falls from 7.93 at 1073 K to 6.54 at 1473 K, because the Boltzmann factor approaches 1.

For diffusion, let $c_B$ be the number of solutes per volume, $y$ the position and $m_B$ the solute's mobility. Neglect the coupling of its flux to the gradient of $\mu_A$. In the lattice frame,

$$J_B=-m_Bc_B\frac{\partial\mu_B}{\partial y}=-m_BkT\,\Phi\,\frac{\partial c_B}{\partial y}.$$

The last step uses $d\mu_B=kT\,\Phi\,d\ln x$ and $d\ln x=d\ln c_B$, which holds at constant volume per site. The intrinsic diffusivity is therefore $m_BkT\,\Phi$. For the model with $E=0.10$ eV at 2 at.%, $\Phi\simeq1+7.18\times0.02=1.14$; three terms of the series give 1.15. At 5 at.% the values are 1.36 and 1.40. Repulsion thus strengthens the drive to level out a concentration gradient, at fixed mobility. The mobility may itself change at first order in $x$. The neglected coupling can contribute at the same order, because the Gibbs–Duhem relation makes the gradient of $\mu_A$ about $-x$ times that of $\mu_B$. So $\varepsilon$ alone does not give the full composition dependence of the diffusivity.

The numerical output lists the values for both signs of $E$ and the estimates of the neglected effects.

## Computed results

```
Temperature: 1273 K;  kT: 0.10970 eV
Nearest neighbours z (fcc): 12;  common neighbours t: 4
Pair energy E (rough model value): +0.10 eV
E/kT: 0.9116;  exp(-E/kT): 0.4019
epsilon, formula: 7.1774 (dimensionless)
epsilon, explicit fcc sums: 7.1774
epsilon, random mixing zE/kT: 10.9391
epsilon for E = -0.10 eV: -17.8593
epsilon for E = +0.10 eV at 1073 K: 7.9310
epsilon for E = +0.10 eV at 1473 K: 6.5420
Square strip, E = +0.10 eV: slope 2.39246, formula 2.39246
  pair probability/x^2: 0.4019, exp(-E/kT): 0.4019
Square strip, E = -0.10 eV: slope -5.95309, formula -5.95309
  pair probability/x^2: 2.4882, exp(-E/kT): 2.4883
Chain slope without / with triplet energy: 1.19623 / 1.19623
Chain g2 without / with triplet energy: 0.475 / 0.652
fcc, E = +0.10 eV: g2 = 7.986, g3 = -5.66
fcc, E = -0.10 eV: g2 = -30.316, g3 = -659.80
x = 0.02, E = +0.10 eV: terms of ln gamma_B: 0.14355, 0.00319, -0.00005
  gamma_B, first order: 1.1544; three terms: 1.1580
  Phi, first order: 1.1435; three terms: 1.1498
x = 0.05, E = +0.10 eV: terms of ln gamma_B: 0.35887, 0.01996, -0.00071
  gamma_B, first order: 1.4317; three terms: 1.4595
  Phi, first order: 1.3589; three terms: 1.3967
Neglected effects (assumed rough magnitudes):
  second shell, 6 sites at -0.02 eV: epsilon 5.977, change -1.200
  pair entropy +0.2 k: epsilon 6.110, change -1.068
  E lower / higher by 0.02 eV: epsilon 6.213 / 7.981
  triplet energy +0.05 eV: g2 change +0.570, ln gamma_B change at x = 0.02: +0.000228
  vacancy site fraction at 1.6 eV: 4.6e-07
```
